# Thermal and partition noise of a one-mode ballistic channel, derived twice

A one-mode channel with transmission 0.5, at 0.30 K and a bias of 0.20 mV, has an equilibrium current noise of 641.8 fA²/Hz. The partition noise expected at large bias is 1241.4 fA²/Hz. Their sum is 1883.2 fA²/Hz, yet the theory below gives 1563.4 fA²/Hz, so the sum is too high by 20.5 % of the actual value. The missing 320 fA²/Hz is close to half the equilibrium noise, and a formula that contains both limits must explain that half.

## The channel and the quantity sought

Two reservoirs, L and R, feed one orbital mode with two spin states. An electron arriving from either side is transmitted with probability $D$, which depends on neither energy nor spin. The reservoirs share the temperature $T$, and their chemical potentials satisfy $\mu_L-\mu_R=eV$, with $e>0$. Current is counted as $e$ times the electron flow from L to R. The occupations are

$$f_\alpha(E)=\frac{1}{1+e^{(E-\mu_\alpha)/kT}},\qquad \alpha=L,R .$$

Scattering is elastic, and interactions enter at most through a fixed mean-field potential. The voltage is held constant, and the band bottom lies many $kT$ below both chemical potentials, so energy integrals may start at $-\infty$.

The noise is the one-sided spectral density at zero frequency,

$$S=2\int_{-\infty}^{\infty}dt\,\langle\Delta I(t)\,\Delta I(0)\rangle,\qquad \Delta I=I-\langle I\rangle .$$

In practice the measuring frequency $f$ must satisfy $hf\ll kT$. The result to be derived is

$$S=\frac{4e^2}{h}\left[2kT\,D^2+D(1-D)\,eV\coth\frac{eV}{2kT}\right].\tag{1}$$

## First derivation: the current correlation function

**The current operator.** Let $a_\alpha(E)$ remove an electron arriving from reservoir $\alpha$, and let $b_L(E)$ remove one leaving towards L. They are normalised by $\{a_\alpha(E),a_\beta^\dagger(E')\}=\delta_{\alpha\beta}\,\delta(E-E')$. For one spin, the field in the left lead is

$$\psi(x,t)=\int\frac{dE}{\sqrt{hv(E)}}\left[a_L(E)e^{ikx}+b_L(E)e^{-ikx}\right]e^{-iEt/\hbar},$$

where $v=\hbar k/m$. Insert this into $I=(e\hbar/2mi)[\psi^\dagger\partial_x\psi-(\partial_x\psi^\dagger)\psi]$. The product $a_L^\dagger(E)a_L(E')$ acquires the factor

$$\frac{e}{h}\,\frac{v+v'}{2\sqrt{vv'}}\,e^{i(k'-k)x}.$$

The product $b_L^\dagger b_L$ acquires the same velocity factor with a minus sign and the opposite spatial phase. Mixed products such as $a_L^\dagger b_L$ carry $v-v'$. Zero-frequency noise will select $E=E'$, where the first factor becomes $e/h$ and the mixed terms vanish. It is therefore enough to use

$$I(t)=\frac{e}{h}\sum_{\rm spin}\iint dE\,dE'\,e^{i(E-E')t/\hbar}\left[a_L^\dagger(E)a_L(E')-b_L^\dagger(E)b_L(E')\right].$$

**Scattering.** The outgoing amplitude is $b_L=r\,a_L+t'a_R$, with $|t'|^2=D$ and $|r|^2=1-D$. At equal energies the bracket becomes $\sum_{\alpha\beta}a_\alpha^\dagger A_{\alpha\beta}a_\beta$, with

$$A_{LL}=1-|r|^2=D,\quad A_{RR}=-|t'|^2=-D,\quad A_{LR}=-r^*t'=A_{RL}^* .$$

Hence $|A_{LR}|^2=D(1-D)$. The scattering phases have dropped out.

**The mean.** Since $\langle a_\alpha^\dagger(E)a_\beta(E')\rangle=\delta_{\alpha\beta}\delta(E-E')f_\alpha(E)$, two spins give

$$\langle I\rangle=\frac{2e}{h}D\int dE\,(f_L-f_R)=\frac{2e^2}{h}DV\equiv GV .$$

The integral equals $eV$ because $\int dE\,\partial f/\partial\mu=1$, so raising $\mu$ by $eV$ raises the area under $f$ by $eV$.

**The fluctuation.** The correlation function needs averages of the form $\langle a_1^\dagger a_2a_3^\dagger a_4\rangle$. Take discrete modes first. In independent Fermi seas, every mode that loses an electron must regain it. If $1=2$ and $3=4$ are different modes, the average is the product of two means, which $\Delta I$ subtracts. If $1=4$ and $2=3$ are different modes, then

$$\langle a_1^\dagger a_2a_2^\dagger a_1\rangle=f_1(1-f_2),$$

because moving $a_1$ past a pair of operators costs no sign. If all four modes coincide, the variance of an occupation number is $f_1-f_1^2=f_1(1-f_1)$, which fits the same rule. A fluctuation thus pairs a filled state with an empty one.

For continuous energies, and with the two spins independent,

$$\langle\Delta I(t)\Delta I(0)\rangle=\frac{2e^2}{h^2}\sum_{\alpha\beta}\iint dE\,dE'\,e^{i(E-E')t/\hbar}|A_{\alpha\beta}|^2f_\alpha(E)[1-f_\beta(E')].$$

Here $|A_{\alpha\beta}|^2$ is already written for the equal energies that the next step selects. The time integral of the exponential is $h\,\delta(E-E')$. With the factor 2 in the definition of $S$,

$$S=\frac{4e^2}{h}\int dE\left\{D^2Y+D(1-D)X\right\},\tag{2}$$

$$Y=f_L(1-f_L)+f_R(1-f_R),\qquad X=f_L(1-f_R)+f_R(1-f_L).$$

**The integrals.** Differentiating the Fermi function gives $f(1-f)=-kT\,\partial f/\partial E$. Its integral is $kT$, so $\int Y\,dE=2kT$. For $X$, use $f_\alpha/(1-f_\alpha)=e^{-(E-\mu_\alpha)/kT}$ to find

$$\frac{f_R(1-f_L)}{f_L(1-f_R)}=e^{-(\mu_L-\mu_R)/kT}=e^{-eV/kT}.$$

The sum of the two products is $X$, and their difference is $f_L-f_R$. Therefore

$$X=(f_L-f_R)\frac{1+e^{-eV/kT}}{1-e^{-eV/kT}}=(f_L-f_R)\coth\frac{eV}{2kT},$$

and $\int X\,dE=eV\coth(eV/2kT)$. Substitution in (2) gives (1).

## Second derivation: counting electrons

**From noise to counted charge.** Let $Q$ be the charge that crosses during a time $t_0$. Its variance is

$$\mathrm{var}\,Q=\int_0^{t_0}\!\!\int_0^{t_0}dt\,dt'\,C(t-t')=\int_{-t_0}^{t_0}ds\,(t_0-|s|)\,C(s),$$

where $C$ is the current correlation function. When $t_0$ greatly exceeds the correlation time, the term with $|s|$ is negligible and

$$S=\frac{2\,\mathrm{var}\,Q}{t_0}.\tag{3}$$

**Counting the attempts.** Cut the energy axis into slices of width $\epsilon$. Within a slice, form packets with energy amplitudes

$$w_n(E)=\frac{e^{iEn\tau/\hbar}}{\sqrt{\epsilon}},\qquad \tau=\frac{h}{\epsilon}.$$

Packet $n$ reaches the scatterer around time $n\tau$. The overlap of packets $n$ and $m$ is the integral of $e^{iE(n-m)\tau/\hbar}/\epsilon$ over the slice. It vanishes for $n\ne m$, because the phase then turns through a whole number of cycles. These functions are a Fourier basis, so they exhaust the slice. Each reservoir therefore offers one state per spin in every time $\tau$, or $t_0/\tau=t_0\epsilon/h$ states during $t_0$.

If $\epsilon\ll kT$, the occupation is nearly constant across the slice, and different packets are filled almost independently, each with probability close to $f_\alpha$. The packets have tails in time, and the fraction of a packet lying more than $n\tau$ from its centre falls as $1/n$. Summed over packets, these tails limit the error at the ends of the interval to at most a growth as $\ln(t_0/\tau)$, slower than the variance itself. At finite temperature the exact remainder $\mathrm{var}\,Q-St_0/2$ in fact settles to a constant once $t_0$ exceeds $\hbar/kT$.

**One attempt.** Let $q$ be the net number of electrons crossing from L to R when one packet arrives from each side with the same spin.

- Both packets empty: $q=0$.
- Both filled: both outgoing states must be filled, by the exclusion principle, so $q=0$.
- Left filled and right empty, with probability $f_L(1-f_R)$: $q=1$ with probability $D$, otherwise 0.
- Right filled and left empty, with probability $f_R(1-f_L)$: $q=-1$ with probability $D$, otherwise 0.

The first two moments follow:

$$\langle q\rangle=D[f_L(1-f_R)-f_R(1-f_L)]=D(f_L-f_R),\qquad \langle q^2\rangle=DX .$$

The variance of one attempt is

$$\mathrm{var}\,q=DX-D^2(f_L-f_R)^2.\tag{4}$$

**Adding the attempts.** Independent variances add. With two spins and $t_0\,dE/h$ attempts in each energy interval,

$$\mathrm{var}\,Q=\frac{2e^2t_0}{h}\int dE\left[DX-D^2(f_L-f_R)^2\right].$$

To integrate the square, expand the two definitions:

$$X-Y=(f_L+f_R-2f_Lf_R)-(f_L+f_R-f_L^2-f_R^2)=(f_L-f_R)^2 .$$

The integral of the square is therefore $eV\coth(eV/2kT)-2kT$. Equation (3) now gives

$$S=\frac{4e^2}{h}\left[D\,eV\coth\frac{eV}{2kT}-D^2\left(eV\coth\frac{eV}{2kT}-2kT\right)\right].$$

Collecting the terms with the hyperbolic cotangent reproduces (1).

## The two limits and the missing half

Write $x=eV/2kT$ and take $4kTG=(4e^2/h)\,2kT\,D$ out of (1):

$$S=4kTG\left[D+(1-D)\,x\coth x\right].\tag{5}$$

**Small bias.** Since $x\coth x=1+x^2/3+\dots$,

$$S\simeq4kTG\left[1+\frac{(1-D)x^2}{3}\right].$$

At $V=0$ this is the equilibrium thermal noise $4kTG$. The first correction is quadratic in the bias, so a small voltage hardly disturbs it.

**Large bias.** For $x\gg1$, $\coth x\to1$. Because $4kTG\,x=2eGV=2eI$,

$$S\to2eI(1-D)+D\,(4kTG).\tag{6}$$

The first term is partition noise: each electron in the bias window is either transmitted or reflected. It dominates when $(1-D)eV\gg2D\,kT$. Pure partition noise thus needs two conditions, this one and $eV\gg2kT$. The first cannot be met at $D=1$, where (5) gives $S=4kTG$ at every bias within the model.

Equation (6) explains the opening numbers. At equilibrium, a fraction $D$ of the thermal noise comes from the $Y$ term, the fluctuating occupations within each reservoir. The remaining fraction $1-D$ comes from the $X$ term, thermally driven exchange between the reservoirs. Bias leaves the first part alone. It turns the second into partition noise, because $\int X\,dE$ grows from $2kT$ to $eV$. Adding the full thermal noise to the full partition noise counts the exchange part twice, an excess of $(1-D)\,4kTG$ at large bias. For $D=0.5$ this is half of 641.8 fA²/Hz, or 321 fA²/Hz.

## The example in numbers

The conductance is $G=0.5\times77.481=38.74$ µS, so the current is $38.74\ \mu\mathrm{S}\times0.20\ \mathrm{mV}=7.75$ nA. The thermal energy is 0.02585 meV, which gives $x=0.20/(2\times0.02585)=3.868$ and $\coth x=1.0009$. Equation (5) yields

$$S=641.8\times\left[0.5+0.5\times3.868\times1.0009\right]\simeq1563\ \mathrm{fA^2/Hz},$$

or $1.563\times10^{-27}$ A²/Hz. The square root is 39.5 fA/√Hz.

The ratio $2D\,kT/[(1-D)eV]$ is 0.26. The hyperbolic cotangent has nearly saturated, but the thermal remainder is still about a quarter of the partition term. This bias is large enough for (6), though not for pure partition noise.

With the temperature held at 0.30 K, the noise in fA²/Hz varies with bias as follows.

| Bias (mV) | $D=0.1$ | $D=0.5$ | $D=1$ |
|---|---|---|---|
| 0 | 128.4 | 641.8 | 1283.7 |
| 0.02 | 134.1 | 657.7 | 1283.7 |
| 0.10 | 245.8 | 968.1 | 1283.7 |
| 0.20 | 460.1 | 1563.4 | 1283.7 |
| 0.50 | 1130.1 | 3424.4 | 1283.7 |

At zero bias the open channel is the noisiest of the three, because it conducts best. At 0.20 mV the half-open channel has overtaken it, although it carries half the current.

## A real point contact

The parameters are rough typical values for a split-gate GaAs point contact at low temperature. In such a device, half transmission of the first mode lies on the rise from pinch-off to the first conductance plateau, where $D$ varies with energy. For a parabolic barrier with $D(E)=1/(1+e^{-2\pi E/\hbar\omega})$, $\hbar\omega=1.5$ meV and a bias window centred on $D=0.5$, the noise falls by 0.8 % relative to (1). The figure depends on the barrier: it is 0.2 % for $\hbar\omega=3$ meV, 1.8 % for 1.0 meV and 6.2 % for 0.5 meV. Unequal spin transmissions can matter more, if the difference is large enough. Values of 0.7 and 0.3 keep the current the same but lower the mean of $D(1-D)$ from 0.25 to 0.21, and the noise falls by 9.4 %. These two values are illustrative. Real point contacts show the 0.7 conductance anomaly on this same rise, an interaction effect that lies outside the spin-degenerate mean-field model behind (1). Of the changes to the channel noise estimated here, this is the largest.

The dissipated power also warms the leads. Let each side receive $P=IV/2$ and conduct it through a lead of resistance $R=100$ Ω. The Wiedemann–Franz law gives $P=\mathcal L\,T\,dT/d\rho$, where $\rho$ is the resistance counted from the cold end and $\mathcal L=\pi^2k^2/3e^2$. Integration gives $T_e^2=T^2+2PR/\mathcal L$, hence $T_e=0.310$ K and 0.7 % more noise. Heat generated within the leads themselves is left out. The estimate also takes 0.20 mV as the voltage across the channel alone. If that voltage is applied across the channel and both leads in series, the leads take a small share of it and also divide the current fluctuations. With everything at 0.30 K, the noise in the external circuit is then about 1.8 % below (1), a larger change than the heating.

A single trap near the channel adds a different kind of noise. Suppose it switches the current by $\delta I$, has capture and emission rates that add up to $1/\tau_s$, and is filled with probability $p$. Its current correlation is $\delta I^2p(1-p)e^{-|t|/\tau_s}$, and its one-sided spectrum is

$$S_{\rm trap}=\frac{4\,\delta I^2\,p(1-p)\,\tau_s}{1+(2\pi f\tau_s)^2}.$$

For a 1 % step with capture and emission rates of 500 s⁻¹ each, this exceeds the channel noise below about 10 kHz. At 1 MHz it is 0.15 fA²/Hz, which is negligible here. At that frequency $hf/kT=1.6\times10^{-4}$, so the zero-frequency formula still applies. To observe (1) in the presence of this trap, one must measure well above 10 kHz and far below $kT/h$.

## What each derivation assumes

Both derivations need independent reservoirs, elastic scattering and electrons that do not interact beyond a mean field. Their integrands agree before integration. Replacing $(f_L-f_R)^2$ by $X-Y$ in (4) gives

$$DX-D^2(X-Y)=D^2Y+D(1-D)X,$$

which is the integrand of (2).

They differ in where the quantum mechanics enters. The first keeps amplitudes throughout. Partition noise comes from the off-diagonal element $A_{LR}$, and the exclusion principle enters through the factor $1-f_\beta$. No packets are needed, and the same correlation function can be extended to finite frequency if the energy dependence of the amplitudes, the velocity factors, the spatial phases and the mixed terms are restored.

The second replaces amplitudes by probabilities. This is allowed because the incoming occupations carry no coherence between L and R. It also needs slices narrow enough for $f_\alpha$ and the scattering amplitudes to be constant across them, and a counting time much longer than $\tau$. In return it shows directly which events transfer charge: only those in which one incoming state is filled and the other empty.

The two pictures do not assign the same values to one attempt. The matrix $A$ has trace zero and determinant $-D^2-D(1-D)=-D$, so its eigenvalues are $\pm\sqrt D$, whereas counting allows $0$ and $\pm1$. The second moments still agree. For one electron arriving from the left, the operator gives $(A^2)_{LL}=D^2+D(1-D)=D$, which is the counting probability. The agreement shown here covers the mean and the variance, which is all that $S$ requires; it does not extend to higher moments.

A lattice calculation avoids both the packets and the restriction to equal energies. Two thermal leads of 300 sites each were joined at time zero, and the variance of the transferred charge was followed in time. In units where $\hbar$ and the lead hopping are 1, take $D=0.5$ at the band centre, $eV=0.3$ and $kT=0.02$. Between times 120 and 240 the variance for one spin grew at a rate of 0.013519 electrons squared per unit time, against 0.013528 from (1). The gap comes from the weak energy dependence of the link: equation (2) with its $D(E)$ gives 0.013519. With the link fully open and the same bias and temperature, the rates were 0.006365 and 0.006366. The remaining results are in the numerical output.

## Computed values

```
Fock-space variance, largest error: 1.7e-16
Lattice test (hopping = hbar = 1): D, eV, kT, variance rate, formula
  0.500  0.00  0.04  0.006362  0.006366
  0.500  0.10  0.03  0.006657  0.006661
  0.500  0.30  0.02  0.013519  0.013528
  1.000  0.30  0.02  0.006365  0.006366
Example inputs (rough GaAs point-contact values)
transmission D = 0.50
temperature = 0.30 K
bias = 0.20 mV
readout frequency = 1.0 MHz
Example results
thermal energy kT = 0.02585 meV
conductance quantum 2e^2/h = 77.481 uS
conductance G = 38.740 uS
current I = 7.748 nA
x = eV/2kT = 3.8682, coth x = 1.00087
term 2kT D^2 = 0.01293 meV
term D(1-D) eV coth x = 0.05004 meV
noise S = 1563.4 fA^2/Hz = 1.5634e-27 A^2/Hz
root noise = 39.54 fA/sqrt(Hz)
equilibrium noise 4kTG = 641.8 fA^2/Hz
partition limit 2eI(1-D) = 1241.4 fA^2/Hz
excess over equilibrium = 921.5 fA^2/Hz
simple sum of both limits = 1883.2 fA^2/Hz
simple sum relative to S = +20.5 %
ratio 2D kT/((1-D)eV) = 0.2585
Bias (mV), S for D = 0.1, 0.5, 1.0 (fA^2/Hz)
  0.00  128.4  641.8  1283.7
  0.02  134.1  657.7  1283.7
  0.05  162.3  736.2  1283.7
  0.10  245.8  968.1  1283.7
  0.20  460.1  1563.4  1283.7
  0.50  1130.1  3424.4  1283.7
Neglected effects (rough inputs)
barrier quantum = 1.5 meV, subbands 4.0 meV apart
energy-dependent D changes S by -0.81 %
second-subband transmission = 5.3e-08
spin transmissions 0.7/0.3 change S by -9.4 %
lead resistance per side = 100 ohm, both leads times G = 0.0077
heated electron temperature = 0.3104 K
heating changes S by +0.73 %
hf/kT at readout = 1.6e-04
Fermi energy = 9.0 meV, divided by kT = 348
trap: current step 1.0 %, rates 500 and 500 1/s
trap noise at zero frequency = 6.003e+06 fA^2/Hz
trap noise at readout = 0.152 fA^2/Hz
trap noise equals S at f = 9.86 kHz
```
